\section*{Nordsieck's integral, its branches, and scattering between Coulomb waves, part 2}

To first order in the short-range part of the interaction, an electron scattered by a positive ion has an amplitude that is a matrix element between two Coulomb waves. For a term $e^{-\lambda r}/r$ this leads to Nordsieck's integral $I$, whose closed form is usable only if all its branches are fixed.

Hartree atomic units are used. The vectors $\mathbf q,\mathbf k_1,\mathbf k_2$ are real, $k_j=|\mathbf k_j|>0$, $\lambda>0$, and $a_1,a_2$ are any complex numbers. $\operatorname{Log}$ is the principal logarithm, $w^a=e^{a\operatorname{Log}w}$, and $(a)_n=a(a+1)\cdots(a+n-1)$, $(a)_0=1$. Define
\begin{equation}
M(a,w)={}_1F_1(a;1;w)=\sum_{n=0}^\infty\frac{(a)_n\,w^n}{(n!)^2},
\label{eq:M}
\end{equation}
\begin{equation}
I=\int d^3r\,\frac{e^{-\lambda r+i\mathbf q\cdot\mathbf r}}{r}\,M(a_1,ix_1)\,M(a_2,ix_2),
\qquad x_j=k_jr-\mathbf k_j\cdot\mathbf r .
\label{eq:I}
\end{equation}
For $\Gamma$ circling $[0,1]$ once counterclockwise, let $\langle f\rangle_a=\frac{1}{2\pi i}\oint_\Gamma\frac{dt}{t}(1-\frac1t)^{-a}f(t)$. Then $M(a,w)=\langle e^{wt}\rangle_a$ and
\begin{equation}
\bigl\langle(1-zs)^{-a_1}\bigr\rangle_{a_2}=\sum_{n=0}^\infty\frac{(a_1)_n(a_2)_n}{(n!)^2}z^n={}_2F_1(a_1,a_2;1;z).
\label{eq:Floop}
\end{equation}
\begin{equation}
\langle f\rangle_a=\frac{1}{\Gamma(a)\Gamma(1-a)}\int_0^1 t^{a-1}(1-t)^{-a}f(t)\,dt,\qquad 0<\operatorname{Re}a<1 .
\label{eq:euler}
\end{equation}
Using the average for both factors of $I$ gives
\begin{align}
-\lambda r+i\mathbf q\cdot\mathbf r+it_1x_1+it_2x_2&=-\mu r+i\mathbf Q\cdot\mathbf r,\nonumber\\
\mu=\lambda-ik_1t_1-ik_2t_2,\qquad \mathbf Q&=\mathbf q-t_1\mathbf k_1-t_2\mathbf k_2 .
\label{eq:muQ}
\end{align}
In $D=\mathbf Q\cdot\mathbf Q+\mu^2$ the squares of $t_1,t_2$ cancel:
\begin{align}
D&=A-B_1t_1-B_2t_2+C\,t_1t_2,\nonumber\\
A&=q^2+\lambda^2,\qquad B_j=2(\mathbf q\cdot\mathbf k_j+i\lambda k_j),\qquad C=2(\mathbf k_1\cdot\mathbf k_2-k_1k_2)\le0 .
\label{eq:bilinear}
\end{align}
\begin{align}
A_1&=D(1,0)=A-B_1=(\mathbf q-\mathbf k_1)^2+(\lambda-ik_1)^2,\nonumber\\
A_2&=D(0,1)=A-B_2=(\mathbf q-\mathbf k_2)^2+(\lambda-ik_2)^2,\nonumber\\
A_{12}&=D(1,1)=A-B_1-B_2+C=(\mathbf q-\mathbf k_1-\mathbf k_2)^2+(\lambda-ik_1-ik_2)^2 .
\label{eq:corners}
\end{align}
\begin{equation}
A>0,\qquad \operatorname{Im}A_j=-2\lambda k_j<0,\qquad \operatorname{Im}A_{12}=-2\lambda(k_1+k_2)<0 .
\label{eq:signs}
\end{equation}
At large $\lambda$, with $t=t_2$, $P=D(0,t)$ and $R=B_1-Ct$,
\begin{equation}
\Bigl\langle\frac1{P-Rt_1}\Bigr\rangle_{a_1}=\frac1P\sum_{n=0}^\infty\frac{(a_1)_n}{n!}\Bigl(\frac RP\Bigr)^n=\frac1P\Bigl(1-\frac RP\Bigr)^{-a_1}=\frac{1}{D(0,t)}\Bigl[\frac{D(1,t)}{D(0,t)}\Bigr]^{-a_1}.
\label{eq:inner}
\end{equation}
With $x=1-A_2/A$ and $y=1-A_{12}/A_1$, both small,
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}J(x,y),\qquad
J=\frac1{2\pi i}\oint\frac{dt}{t(1-xt)}\Bigl(1-\frac1t\Bigr)^{-a_2}\Bigl(\frac{1-yt}{1-xt}\Bigr)^{-a_1}.
\label{eq:J}
\end{equation}
\begin{equation}
J(x,y)=(1-x)^{-a_2}\,{}_2F_1\Bigl(a_1,a_2;1;\frac{y-x}{1-x}\Bigr).
\label{eq:Jresult}
\end{equation}
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}\Bigl(\frac{A}{A_2}\Bigr)^{a_2}{}_2F_1(a_1,a_2;1;z),
\qquad 1-z=\frac{A\,A_{12}}{A_1A_2}.
\label{eq:main}
\end{equation}
So far \eqref{eq:main} is proved for large $\lambda$ only. $I$ is analytic for $\operatorname{Re}\lambda>0$.

\subsection{The branches for every $\lambda>0$}

By \eqref{eq:signs} the principal arguments $\theta_1,\theta_2,\theta_{12}$ of $A_1,A_2,A_{12}$ lie in $(-\pi,0)$. The ratios $A/A_j$ have arguments $-\theta_j\in(0,\pi)$ and never reach the cut of the logarithm. It remains to show that $z$ never reaches $[1,\infty)$, which means that $1-z$ is never zero or negative. It is not zero because $A$ and $A_{12}$ are not. Its argument is, up to a multiple of $2\pi$,
\begin{equation}
\varphi=\theta_{12}-\theta_1-\theta_2 ,
\end{equation}
and the claim is that $-\pi<\varphi<\pi$. The lower bound holds because $-\theta_1$ and $-\theta_2$ are positive, so $\varphi>\theta_{12}>-\pi$. For the upper bound, \eqref{eq:corners} gives $A_{12}=A_1+A_2-A+C$, or
\begin{equation}
-A_{12}=(-A_1)+(-A_2)+(A-C).
\label{eq:sum}
\end{equation}
The numbers $-A_1,-A_2,-A_{12}$ lie in the upper half plane, with arguments $\varepsilon_j=\theta_j+\pi$ and $\varepsilon_{12}=\theta_{12}+\pi$ in $(0,\pi)$. The number $A-C$ is real and positive because $A>0$ and $C\le0$. All three terms on the right of \eqref{eq:sum} lie in the sector of arguments from $0$ to $\max(\varepsilon_1,\varepsilon_2)$. The opening of this sector is less than $\pi$, so it is convex and contains the sum. Hence $\varepsilon_{12}\le\max(\varepsilon_1,\varepsilon_2)$ and
\begin{equation}
\varphi=\pi+\varepsilon_{12}-\varepsilon_1-\varepsilon_2\le\pi-\min(\varepsilon_1,\varepsilon_2)<\pi .
\label{eq:lemma}
\end{equation}
Thus $\varphi$ is itself the principal argument of $1-z$, and $z$ lies in the cut plane.

At each real $\lambda_0>0$ the three quantities $A/A_1$, $A/A_2$ and $z$ are off their cuts, and by continuity they stay off in a small disc around $\lambda_0$. The right side of \eqref{eq:main}, with principal branches, is analytic in the union of these discs, a connected open set that contains the positive axis. The left side is analytic there too. The two agree for all large real $\lambda$, so by the identity theorem they agree for every $\lambda>0$, for all real $\mathbf q,\mathbf k_1,\mathbf k_2$ with $k_j>0$ and all complex $a_1,a_2$. If $k_1=0$, then $M(a_1,0)=1$, $B_1=C=0$, $A_1=A$ and $z=0$, and \eqref{eq:main} reduces to \eqref{eq:inner} applied to the second factor.

The two powers must be formed separately. When $a_1=a_2$ they cannot in general be merged into a principal power of $A^2/(A_1A_2)$, since $-\theta_1-\theta_2$ may exceed $\pi$. Take $\lambda=0.6$, $\mathbf q=(0.2,0.2,0.9)$, $\mathbf k_1=(0,0,1.2)$, $\mathbf k_2=(0.5,0,1.0)$, all in inverse bohr. Equation \eqref{eq:corners} gives $A=1.25$, $A_1=-0.91-1.44i$, $A_2=-0.75-1.3416i$ and $A_{12}=-3.1933-2.7816i$ in bohr$^{-2}$. Both $A_1$ and $A_2$ have negative real parts, so $\theta_1$ and $\theta_2$ are each below $-\pi/2$ and their sum is below $-\pi$. Here $z=1.4395-1.9735i$ lies outside the unit disc, where the series in \eqref{eq:Floop} diverges and the continued function is needed. For $a_1=0.8i$, $a_2=0.6i$, a multiple-precision routine for the principal branch of ${}_2F_1$ gives $I=0.95309+1.19905i$ bohr$^2$.

The bound \eqref{eq:lemma} is approached when $\lambda$ is small and both $\operatorname{Re}A_j$ are negative, for then all three $\varepsilon$ are of order $\lambda$. With the same vectors and $\lambda=0.03$ bohr$^{-1}$, $z=3.2356-0.1746i$ lies just below the cut. For $a_1=0.3+0.8i$ and $a_2=0.5+0.4i$ the same routine gives $I=-0.6425+3.1068i$ bohr$^2$. Using the mirror point $z^*$ above the cut with the same prefactor gives $-0.0232+0.0871i$ bohr$^2$, which is a different quantity. The origin of the jump is visible in \eqref{eq:euler}, which applies because $\operatorname{Re}a_2=0.5$. For $z$ near the cut and $s>1/\operatorname{Re}z$ the factor $1-zs$ is nearly negative, with argument near $+\pi$ below the cut and near $-\pi$ above it. Since $|w^{-a}|=|w|^{-\operatorname{Re}a}e^{\operatorname{Im}a\,\arg w}$, that part of the integrand is larger below the cut than above it by a factor that tends to $e^{2\pi\operatorname{Im}a_1}\approx152$ as $z$ reaches the cut. Here the pointwise factor is $76$ at $s=0.35$ and $134$ at $s=0.9$, and the integral over this part is larger in modulus by $112$. The part with $s<1/\operatorname{Re}z$ carries no large factor except close to $s=1/\operatorname{Re}z$; its integral changes by a factor $1.14$ in modulus and by about $0.5$ rad in phase. Above the cut it outweighs the other part, which is why the two totals differ by a factor of only $35$.

If one factor carries $-ik_2r$, as in a product $\psi^{(+)*}\psi^{(+)}$, the scalar $k_2$ changes sign in \eqref{eq:muQ}. The cancellation of $t_2^2$, the large-$\lambda$ derivation and the analyticity of $I$ survive. But $A_2$ moves to the upper half plane and $C=2(\mathbf k_1\cdot\mathbf k_2+k_1k_2)$ becomes non-negative, so the sector argument fails. The proof above then leaves the branch of the hypergeometric function open; following the function continuously from large $\lambda$ fixes it.

\subsection{Nordsieck's form}

The integrand of $J$ in \eqref{eq:J} contains $(1-xt)^{a_1-1}(1-yt)^{-a_1}$, which is unchanged when $x$ and $y$ are exchanged and $a_1$ is replaced by $1-a_1$. Applying \eqref{eq:Jresult} to both labelings and setting $x=0$, $y=z$ gives the Pfaff transformation,
\begin{equation}
{}_2F_1(a_1,a_2;1;z)=(1-z)^{-a_2}\,{}_2F_1\Bigl(1-a_1,a_2;1;\frac{z}{z-1}\Bigr).
\label{eq:pfaff}
\end{equation}
It is obtained for small $z$. Because $1-z/(z-1)=1/(1-z)$, the new argument is in the cut plane whenever $z$ is, so both sides are analytic there and \eqref{eq:pfaff} holds throughout. By \eqref{eq:lemma}, $\operatorname{Log}(1-z)$ has imaginary part $\theta_{12}-\theta_1-\theta_2$, so $(A/A_2)^{a_2}(1-z)^{-a_2}$ has the form $\exp\{a_2[\ln|A_1/A_{12}|+i(\theta_1-\theta_{12})]\}$. The difference $\theta_1-\theta_{12}$ lies in $(-\pi,\pi)$, so this is the principal power of $A_1/A_{12}$, and
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}\Bigl(\frac{A_{12}}{A_1}\Bigr)^{-a_2}{}_2F_1\Bigl(1-a_1,a_2;1;1-\frac{A_1A_2}{AA_{12}}\Bigr).
\label{eq:second}
\end{equation}
Set $a_j=i\nu_j$, $\alpha=A/2$, $\beta=-B_2/2$, $\gamma=-A_1/2$ and $\delta=(B_2-C)/2$. Then $\alpha+\beta=A_2/2$ and $\gamma+\delta=-A_{12}/2$, and the argument becomes $1-\gamma(\alpha+\beta)/[\alpha(\gamma+\delta)]=(\alpha\delta-\beta\gamma)/[\alpha(\gamma+\delta)]$. Since $\theta_1=\arg\gamma-\pi$, one has $\operatorname{Log}(A/A_1)=\operatorname{Log}(\alpha/\gamma)+i\pi$, and multiplication by $i\nu_1$ produces a real exponential:
\begin{equation}
I=\frac{2\pi}{\alpha}\,e^{-\pi\nu_1}\Bigl(\frac\alpha\gamma\Bigr)^{i\nu_1}\Bigl(\frac{\gamma+\delta}{\gamma}\Bigr)^{-i\nu_2}{}_2F_1\Bigl(1-i\nu_1,i\nu_2;1;\frac{\alpha\delta-\beta\gamma}{\alpha(\gamma+\delta)}\Bigr).
\label{eq:nordsieck}
\end{equation}
The factor $e^{-\pi\nu_1}$ records only the sign change from $A_1$ to $\gamma$.

\section{Scattering between Coulomb waves}

\subsection{Symbols and results carried over}

The function $M(a,w)={}_1F_1(a;1;w)$ has the series \eqref{eq:M} and, for $0<\operatorname{Re}a<1$, the Euler integral \eqref{eq:euler} with $f=e^{wt}$. The integral $I$ is the volume integral of $e^{-\lambda r+i\mathbf q\cdot\mathbf r}/r$ times $M(a_1,ix_1)M(a_2,ix_2)$, with $x_j=k_jr-\mathbf k_j\cdot\mathbf r$ and $\lambda>0$. It equals $(4\pi/A)(A/A_1)^{a_1}(A/A_2)^{a_2}\,{}_2F_1(a_1,a_2;1;z)$ with $1-z=AA_{12}/(A_1A_2)$, where $A=q^2+\lambda^2$, $A_j=(\mathbf q-\mathbf k_j)^2+(\lambda-ik_j)^2$ and $A_{12}=(\mathbf q-\mathbf k_1-\mathbf k_2)^2+(\lambda-ik_1-ik_2)^2$. All branches are principal, $A_1,A_2,A_{12}$ lie in the lower half plane, and $I$ is analytic in $\lambda$.

\subsection{The Coulomb wave and its normalization}

An electron of energy $k^2/2$ in the potential $V_C=\eta k/r$ obeys $\nabla^2\psi+k^2\psi-(2\eta k/r)\psi=0$; attraction by a net charge $Z_{\rm ion}$ means $\eta=-Z_{\rm ion}/k$. Let $\mathbf k$ point along the third Cartesian axis, with coordinate $r_3$, and try $\psi=e^{ikr_3}g(\xi)$ with $\xi=r-r_3$. From $\nabla\xi=\hat{\mathbf r}-\hat{\mathbf k}$ follow $|\nabla\xi|^2=2-2r_3/r=2\xi/r$, $\nabla^2\xi=2/r$ and $\hat{\mathbf k}\cdot\nabla\xi=r_3/r-1=-\xi/r$. Then
\begin{equation}
\nabla^2\psi+k^2\psi=e^{ikr_3}\,\frac2r\bigl[\xi g''+g'-ik\xi g'\bigr],
\end{equation}
and the wave equation becomes $\xi g''+(1-ik\xi)g'-\eta kg=0$. With $w=ik\xi$ and division by $ik$ this is $wg_{ww}+(1-w)g_w-ag=0$ with $a=-i\eta$. A power series $\sum c_nw^n$ must satisfy $(n+1)^2c_{n+1}=(n+a)c_n$, which is the recursion of \eqref{eq:M}. The regular solution is
\begin{equation}
\psi^{(+)}_{\mathbf k}=N\,e^{i\mathbf k\cdot\mathbf r}M\bigl(a,\,i(kr-\mathbf k\cdot\mathbf r)\bigr),\qquad a=-i\eta .
\label{eq:psi}
\end{equation}

The constant $N$ follows from the form of $M(a,ix)$ at large real $x$. In \eqref{eq:euler} the factor $e^{ixt}$ decays in the upper half plane, so the segment $[0,1]$ can be replaced by the vertical line $t=i\tau$ upward and the line $t=1+i\tau$ downward. On the first, $t^{a-1}dt=e^{i\pi a/2}\tau^{a-1}d\tau$. On the second, $1-t=-i\tau$ gives $(1-t)^{-a}dt=i\,e^{i\pi a/2}\tau^{-a}d\tau$. Hence
\begin{align}
M(a,ix)=\frac{e^{i\pi a/2}}{\Gamma(a)\Gamma(1-a)}\Bigl[&\int_0^\infty\tau^{a-1}(1-i\tau)^{-a}e^{-x\tau}d\tau\nonumber\\
&-i\,e^{ix}\int_0^\infty\tau^{-a}(1+i\tau)^{a-1}e^{-x\tau}d\tau\Bigr].
\end{align}
For imaginary $a$ the first integral needs one integration by parts. With $h=(1-i\tau)^{-a}e^{-x\tau}$, the quantity $\Gamma(a)^{-1}\int\tau^{a-1}h\,d\tau$ equals $-\Gamma(a+1)^{-1}\int\tau^ah'\,d\tau$, which is analytic for $\operatorname{Re}a>-1$, and the identity extends to $-1<\operatorname{Re}a<1$. At large $x$ only $\tau\lesssim1/x$ contributes. Replacing the smooth factors by their values at $\tau=0$, with $-h'\to xe^{-x\tau}$, and using $\int_0^\infty\tau^{p-1}e^{-x\tau}d\tau=\Gamma(p)x^{-p}$,
\begin{equation}
M(a,ix)\simeq\frac{e^{i\pi a/2}}{\Gamma(1-a)}\,x^{-a}-i\,\frac{e^{i\pi a/2}}{\Gamma(a)}\,e^{ix}x^{a-1},
\label{eq:asym}
\end{equation}
each term with a relative correction of order $1/x$. For $a=-i\eta$, $e^{i\pi a/2}=e^{\pi\eta/2}$. The first term gives a wave of unit modulus if
\begin{equation}
N=e^{-\pi\eta/2}\,\Gamma(1+i\eta)=|N|e^{i\sigma_0},\qquad \sigma_0=\arg\Gamma(1+i\eta).
\label{eq:N}
\end{equation}
In the second term $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$, the product $(-i)(-i\eta)$ is $-\eta$, the ratio $\Gamma(1+i\eta)/\Gamma(1-i\eta)$ is $e^{2i\sigma_0}$, and $x=2kr\sin^2(\theta/2)$ with $\theta$ the angle from $\mathbf k$. With the radial phase $\vartheta(r)=kr-\eta\ln2kr$,
\begin{align}
\psi^{(+)}_{\mathbf k}&\simeq e^{i\mathbf k\cdot\mathbf r+i\eta\ln(kr-\mathbf k\cdot\mathbf r)}+f_C(\theta)\,\frac{e^{i\vartheta}}{r},\nonumber\\
f_C&=-\frac{\eta}{2k\sin^2(\theta/2)}\exp\bigl[-i\eta\ln\sin^2(\theta/2)+2i\sigma_0\bigr].
\label{eq:fC}
\end{align}
This holds where $kr-\mathbf k\cdot\mathbf r$ is large, which excludes a paraboloid around the forward axis.

The closed form now holds with principal branches for every $\lambda>0$ when both arguments carry the same sign, and the Coulomb wave has been normalized. What remains is the amplitude of a short-range addition, its limits, and a worked example with an estimate of the first-order error.

Numbers in the example were calculated in double precision.
